# The Thomas–Reiche–Kuhn sum rule with nonlocal core potentials, part 2

A pseudo-atom replaces the core electrons of sodium or lithium by a Burkatzki–Filippi–Dolg (BFD) potential, leaving one valence electron. The problem is how the nonlocal part of this potential changes the Thomas–Reiche–Kuhn sum $S$, which is 1 for any local potential. Rydberg units are used: $\hbar=2m=1$, $e^2=2$, lengths in bohr, energies in Ry. The Hamiltonian is

$$H=-\nabla^2+V_{\rm loc}(r)+V_{\rm NL}, \tag{1}$$

where $V_{\rm loc}$ is multiplicative and $V_{\rm NL}$ is Hermitian with kernel $V_{\rm NL}(\mathbf r,\mathbf r')$. For a normalized bound eigenstate $|0\rangle$, with wave function $\psi$ and energy $E_0$, and the complete set $|n\rangle$ with energies $E_n$,

$$f_{n0}=(E_n-E_0)\,|\langle n|z|0\rangle|^2,\qquad S=\sum_n f_{n0}. \tag{2}$$

$$S=\langle 0|z\,(H-E_0)\,z|0\rangle. \tag{3}$$

For any operator $A$,

$$[z,[A,z]]=z(Az-zA)-(Az-zA)z=2zAz-z^2A-Az^2. \tag{4}$$

Hence

$$S=\tfrac12\langle0|[z,[H,z]]|0\rangle. \tag{5}$$

$$S=1+\tfrac12\langle0|[z,[V_{\rm NL},z]]|0\rangle. \tag{7}$$

$$S=1-\tfrac12\iint\psi^*(\mathbf r)\,(z-z')^2\,V_{\rm NL}(\mathbf r,\mathbf r')\,\psi(\mathbf r')\,d^3r\,d^3r'. \tag{8}$$

For $N$ electrons, with $Z=\sum_iz_i$,

$$S_N=N+\tfrac12\sum_{k=1}^N\langle0|[z_k,[V_{{\rm NL},k},z_k]]|0\rangle, \tag{9}$$

The length form uses $\langle n|z|0\rangle$ directly; the velocity form uses the right side of

$$(E_n-E_0)\langle n|z|0\rangle=\langle n|-2\partial_z+[V_{\rm NL},z]\,|0\rangle. \tag{22}$$

Semilocal potentials are $V_{\rm NL}=\sum_lU_l(r)P_l$, where $P_l$ projects on the spherical harmonics $Y_{lm}$ and has angular kernel $K_l(\Omega,\Omega')=\sum_mY_{lm}(\Omega)Y^*_{lm}(\Omega')$. With an argument, $P_l(x)$ is the Legendre polynomial, $x=\cos\theta$. Eigenstates are $uY_{lm}/r$ with $\int u^2dr=1$ and $\langle g\rangle=\int gu^2dr$; $u$ is an eigenfunction of

$$h_l=-\frac{d^2}{dr^2}+\frac{l(l+1)}{r^2}+V_{\rm loc}+U_l. \tag{11}$$

For an $s$ state,

$$S=1+\tfrac13\int_0^\infty r^2u^2\,(U_1-U_0)\,dr. \tag{19}$$

For sodium,

$$V_{\rm loc}=-\frac2r+\frac2r\,e^{-5.358387r^2}-4.155296\,e^{-1.605077r^2}+10.716774\,r\,e^{-3.679190r^2},$$

$$U_0=21.392805\,e^{-1.323894r^2},\qquad U_1=20.224777\,e^{-1.140520r^2},\qquad U_{l\ge2}=0. \tag{21}$$

Its 3s state has $\langle r^2U_0\rangle=0.113367$, $\langle r^2U_1\rangle=0.176485$ and $S=1.021039$; the 3s–3p gap is 0.145350 Ry and $f_{3s\to3p}=0.991999$. Lithium has $U_0=14.183443\,e^{-1.343198r^2}$, $U_1=0$ and $S=0.956609$. The pseudo-orbitals 3s and 3p of sodium are nodeless. The program checks these formulas against sums over computed eigenstates, called state sums.

### A ground-state expression

The correction is also the response of the energy to a uniform momentum given to the state. Define $E(k)=\langle\psi|e^{-ikz}He^{ikz}|\psi\rangle$. The kinetic part follows from $-\nabla^2(e^{ikz}\psi)=e^{ikz}(k^2-2ik\partial_z-\nabla^2)\psi$; for real $\psi$ the middle term integrates to zero, so the kinetic energy rises by $k^2$. The local potential is unchanged. The nonlocal kernel is multiplied by $e^{-ik(z-z')}=1-ik(z-z')-\frac12k^2(z-z')^2+\dots$. For real $\psi$ and a real symmetric kernel the odd powers change sign under $\mathbf r\leftrightarrow\mathbf r'$ and vanish. The quadratic term is the integrand of (8), so

$$E(k)=E_0+Sk^2+O(k^4). \tag{24}$$

A free electron has $E=k^2$, so $S$ is the ratio of the bare mass to the mass that governs this sudden displacement in momentum. For an $s$ state and a semilocal potential the $k$ dependence is known to all orders. The expansion $e^{ikz}=\sum_li^l(2l+1)j_l(kr)P_l(x)$, with $P_l(x)=\sqrt{4\pi/(2l+1)}\,Y_{l0}$, gives $e^{ikz}Y_{00}=\sum_li^l\sqrt{2l+1}\,j_l(kr)Y_{l0}$, and therefore

$$E_{\rm NL}(k)=\sum_l(2l+1)\int u^2j_l^2(kr)\,U_l\,dr. \tag{25}$$

At small argument $j_0(y)=1-y^2/6+\dots$ and $j_1(y)=y/3+\dots$, so $j_0^2=1-y^2/3$ and $3j_1^2=y^2/3$ to order $y^2$, while $j_l^2$ is of order $y^{2l}$. The $k^2$ coefficient of (25) is $\frac13\langle r^2(U_1-U_0)\rangle$, which is (19) for a third time. The program evaluates (25) with the full Bessel functions at two small values of $k$, extrapolates the curvature to $k=0$, and tests it against the state sum minus one; it finds 0.021039 for sodium and $-0.043391$ for lithium.

In quantum Monte Carlo the form (8) can be sampled. Dividing and multiplying by the real wave function $\Psi$, the correction in (9) is the average over $\Psi^2$ of

$$-\frac12\sum_k\sum_lU_l(r_k)\int d\Omega'\,K_l(\Omega_k,\Omega')\,(z_k-z_k')^2\,\frac{\Psi(\dots\mathbf r_k'\dots)}{\Psi(\dots\mathbf r_k\dots)},\qquad|\mathbf r_k'|=r_k, \tag{26}$$

which uses the same ratios on the sphere as the nonlocal energy, with one extra factor. It equals $S_N-N$ only when $\Psi$ is an eigenstate, since (5) used $H|0\rangle=E_0|0\rangle$. The locality approximation replaces $V_{\rm NL}$ by the function $(V_{\rm NL}\Psi_T)/\Psi_T$ of the electron positions. That function commutes with $Z$, so the localized Hamiltonian has $S_N=N$ in its own eigenstates, where these meet the conditions behind (5). It is in this respect a different operator from the one it replaces, even when both have the same ground state.

### The polarizability at high frequency

Let a field $F\cos\omega t$ along $z$ couple through $eFz\cos\omega t$, switched on slowly, and let $\Delta_n=E_n-E_0$ and $z_{n0}=\langle n|z|0\rangle$. To first order the amplitudes obey $i\dot c_n=eFz_{n0}\cos\omega t\,e^{i\Delta_nt}$, whose solution is $c_n=-\frac12eFz_{n0}\,[e^{i(\Delta_n+\omega)t}/(\Delta_n+\omega)+e^{i(\Delta_n-\omega)t}/(\Delta_n-\omega)]$. The displacement is $\langle z\rangle=2\,{\rm Re}\sum_nz_{n0}^*c_ne^{-i\Delta_nt}=-eF\cos\omega t\sum_n2\Delta_n|z_{n0}|^2/(\Delta_n^2-\omega^2)$. The dipole is $-e\langle z\rangle$, and with $e^2=2$ and (2),

$$\alpha(\omega)=4\sum_n\frac{f_{n0}}{\Delta_n^2-\omega^2},\qquad\frac{\omega^2\alpha(i\omega)}4=S-\sum_n\frac{f_{n0}\Delta_n^2}{\Delta_n^2+\omega^2}. \tag{27}$$

The last sum tends to zero as $\omega\to\infty$ when $\sum|f_{n0}|$ converges, so $\alpha(i\omega)\to4S/\omega^2$: the pseudo-atom responds at high frequency like $S$ free electrons. At $\omega=300$ Ry the sodium value of $\omega^2\alpha(i\omega)/4$ is 1.021038.

The factor 4 is tested on hydrogen. There $\alpha(0)=\frac43\int ru\,\chi\,dr$ with $(h_1-E_0)\chi=ru$. Writing $\chi=gu$ and using $u'=(1/r-1)u$ gives $-g''-2g'(1/r-1)+2g/r^2=r$. The trial $g=ar+br^2$ reduces the left side to $2a-4b+4br$, so $b=\frac14$ and $a=\frac12$. With $\langle r^2\rangle=3$ and $\langle r^3\rangle=\frac{15}2$, $\alpha(0)=\frac43(\frac32+\frac{15}8)=\frac92$, and the state sum prints 4.500000 bohr$^3$. For the sodium model $\alpha(0)=188.787$ bohr$^3$, of which the 3p term supplies $4\times0.991999/0.145350^2=187.8$, or 99.5%. The model has no core polarization, and its $\alpha(0)$ lies about 16% above the measured value for sodium, about 163 bohr$^3$. The static polarizability is thus fixed almost wholly by one line, while $S$ weights all excitation energies equally.

### Separable potentials

The Kleinman–Bylander (KB) form replaces each semilocal channel by a rank-one radial operator built on a reference eigenfunction $\phi_{lm}=u_lY_{lm}/r$ of the semilocal problem:

$$V_{\rm KB}=\sum_{lm}\frac{|U_l\phi_{lm}\rangle\langle U_l\phi_{lm}|}{D_l},\qquad D_l=\int u_l^2U_l\,dr\neq0. \tag{28}$$

Acting on a reference state, $V_{\rm KB}\phi_{lm}=U_l\phi_{lm}D_l/D_l=U_l\phi_{lm}$. The references, here 3s and 3p, remain eigenstates with unchanged energies, and $f_{3s\to3p}$ is unchanged. The other states of each channel change. Equation (7) applies, and by (4) the correction for a real state is $\langle z\psi|V_{\rm KB}|z\psi\rangle-\langle\psi|z^2V_{\rm KB}|\psi\rangle$. In the second term $V_{\rm KB}\psi=U_0\psi$ and the angular mean of $z^2$ is $r^2/3$, which gives $\frac13\langle r^2U_0\rangle$ as before. In the first, $z\psi=(ru_s/r)Y_{10}/\sqrt3$ overlaps only the $l=1$, $m=0$ projector. Hence

$$S_{\rm KB}=1+\frac13\left[\frac{\big(\int ru_s\,U_1\,u_p\,dr\big)^2}{\int u_p^2\,U_1\,dr}-\langle r^2U_0\rangle\right]. \tag{29}$$

If $U_1\ge0$, then $(a,b)=\int aU_1b\,dr$ is a non-negative bilinear form, and the Cauchy–Schwarz inequality $(ru_s,u_p)^2\le(ru_s,ru_s)(u_p,u_p)$ shows that the ratio in (29) does not exceed $\langle r^2U_1\rangle$. Then $S_{\rm KB}\le S$, with equality only if $ru_s\propto u_p$ wherever $U_1\ne0$. For $U_1\le0$ the inequality is reversed, and for $U_1$ of changing sign there is no such bound.

For sodium the integrals are 0.045126 Ry bohr and 0.011644 Ry, and $0.045126^2/0.011644=0.17488$; from unrounded inputs the ratio is 0.174888. Thus $S_{\rm KB}=1+\frac13(0.174888-0.113367)=1.020507$, and the sum over the eigenstates of the KB Hamiltonian gives 1.0205070. The strength $f_{3s\to3p}$ remains 0.991999. The difference $S-S_{\rm KB}=\frac13(0.176485-0.174888)=0.00053$ is taken entirely from the higher $p$ states. The ratio $0.174888/0.176485=0.991$ is the squared cosine of the angle between $ru_s$ and $u_p$ in the form $(a,b)$. Both functions start as $r^2$, but this does not account for the value: the repulsive channels make both depart strongly from $r^2$ within the range of $U_1$, and their ratio is not constant there. The number 0.991 is a weighted overlap and not a statement of pointwise proportionality. A separable potential can bind spurious states below the reference. None occurs here in either channel. Where one occurs in the $p$ channel, (29) still holds provided its strength is included in the sum.

### Comparison with the all-electron atom

In an all-electron picture with a local mean field, the valence orbital obeys $S=1$ when the sum runs over all $p$ orbitals, including those of the core. Transitions into occupied core orbitals are forbidden by the Pauli principle, and their strengths are negative because they go downward in energy. The sum over empty orbitals is then $1+|f_{\rm core}|$, which exceeds 1 for sodium, with its 2p shell, and equals 1 for lithium, which has no core $p$ shell. A pseudo-atom has no core states, and one may ask whether its $S$ reproduces this valence sum. No identity requires it.

The program makes the comparison at the frozen-core Hartree–Fock level, non-relativistic, in a Gaussian basis: the closed-shell cation is solved, and the valence states are the empty orbitals of its Fock operator. This operator is itself nonlocal, with exchange kernel $V_x(\mathbf r,\mathbf r')=-2\sum_c\phi_c(\mathbf r)\phi_c^*(\mathbf r')/|\mathbf r-\mathbf r'|$ summed over the core orbitals of the same spin. Equation (7) applies with $V_{\rm NL}=V_x$. A closed shell makes $V_x$ rotationally invariant, so $V_x\psi$ is an $s$ function and only the spherical part $r^2/3$ of $z^2$ survives:

$$\sum_{\text{all }p}f=1+\delta_x,\qquad\delta_x=\langle z\psi|V_x|z\psi\rangle-\tfrac13\langle r^2\psi|V_x|\psi\rangle,\qquad\sum_{\text{empty }p}f=1+\delta_x+|f_{\rm core}|. \tag{30}$$

For sodium the state sum over all $p$ orbitals is 0.99301 and $1+\delta_x=0.99300$; for lithium both are 0.99830. The gap in sodium is basis error in the state sum, whose basis-limit value is 0.99300; these five-decimal sums are uncertain by one unit in the last place. This is a test of (7) on a third kind of nonlocal operator. The exchange correction is $-0.0070$ in sodium and $-0.0017$ in lithium.

The pseudo-atoms match the low-lying properties well. The sodium 3s level is $-0.364288$ Ry against $-0.36360$ Ry, a difference of 0.2% of the all-electron value, and $f_{3s\to3p}$ is 0.99200 against 0.98814, a difference of 0.4%. For lithium the levels are $-0.392652$ and $-0.39261$ Ry, and the strengths 0.76998 and 0.76604 differ by 0.5%. The sums do not match. In sodium $f_{3s\to2p}=-0.05580$, so the sum over empty orbitals is $0.99301+0.05580=1.04881$, while the pseudo-atom has 1.02104. The sign of the excess agrees, but the pseudo-atom carries 0.021 of an excess of 0.049, less than half. This fraction belongs to the BFD potential; other ten-electron core potentials for sodium give an excess of the same sign between about 0.02 and 0.04. In lithium the all-electron sum is 0.99830 and the pseudo-atom has 0.95661, so the deficit of 0.043 has almost no all-electron counterpart. The correction in (19) therefore cannot be identified with Pauli blocking of core $p$ states: it is present, and larger in size, in the atom that has none.

Subtracting the resonance line shows where the difference lies. In sodium the remaining strength is $1.02104-0.99200=0.0290$ for the pseudo-atom and $1.04881-0.98814=0.0607$ for the all-electron atom; in lithium it is $0.95661-0.76998=0.1866$ against $0.99830-0.76604=0.2323$. In both atoms the pseudo-atom lacks strength above the resonance line, about 0.03 and 0.05. The program does not resolve this strength in energy. A natural conjecture is that it lies at high excitation energy: the all-electron valence orbital oscillates inside the core, these oscillations overlap fast continuum waves, and a nodeless pseudo-orbital lacks them. To the extent that this holds, the loss matters little for $\alpha(0)$, where (27) weights it by $1/\Delta_n^2$, and matters in full for the high-frequency limit.

### Conditions under which the rule fails

The closure (3) needs the complete spectrum, so a sum cut at the ionization limit or at any finite energy is not $S$; in lithium the part above 4p is 0.18. In a finite basis the matrices of $H$ and $z$ still satisfy (5) among themselves, which the program tests, in the kernel form, on a random Hermitian matrix with diagonal $z$. The kinetic double commutator of the matrices cannot equal 2 on every state, however, because the trace of a commutator of finite matrices is zero. The values of $S$ for all states of a finite basis add to zero, and (7) is approached only for states whose products $z\psi$ and $z^2\psi$ the basis can represent. For approximate states that are not eigenstates of $H$, step (5) fails, and the length and velocity forms differ even with the full operator (22).

An energy-dependent core potential is not a single Hermitian operator, its solutions at different energies are not orthonormal in the plain metric, and (3) does not hold as written. A spin–orbit term $\xi(r)\,\mathbf L\cdot\mathbf S$ with one radial function adds nothing, since $[L_x,z]\propto y$, $[L_y,z]\propto x$ and $[L_z,z]=0$ all commute with $z$; a spin–orbit term whose radial function depends on $l$ contains projectors, and its double commutator must be added to (7). For the Dirac Hamiltonian, which is linear in momentum, $[H,z]$ is a constant matrix that commutes with $z$, so the sum over positive and negative energies is zero and the constant 1 in (7) belongs to the quadratic kinetic energy of (1). Finally, (7) is a statement about the operator $z$ between pseudo-states. If the dipole operator is modified, (5) holds with the modified Hermitian operator $d$ in place of $z$. A correction for the difference between pseudo and true orbitals inside the core is usually built of projectors; such a $d$ does not commute with $V_{\rm loc}$, which then contributes a double commutator of its own. When $d$ is multiplication by a real function $d(\mathbf r)$, as in the usual core-polarization correction, the local potential drops out and the kinetic term follows from $\nabla^2(dg)=d\nabla^2g+2\nabla d\cdot\nabla g+g\nabla^2d$, which gives $[d,[-\nabla^2,d]]=2|\nabla d|^2$, so the constant 1 is replaced by $\langle|\nabla d|^2\rangle$ and $(z-z')^2$ in (8) by $(d(\mathbf r)-d(\mathbf r'))^2$.

## Computed results

```
kernel angular factors l=0..3: -0.333333 0.333333 0.000000 0.000000
B-splines: degree 7, 125 functions, box 120 bohr
H: f(1s-2p) = 0.416197, S = 1.00000000, alpha = 4.500000 bohr^3
Na BFD terms c r^p exp(-a r^2), c in Ry/bohr^p, a in 1/bohr^2; V_loc adds -2/r
  loc p=-1 c=2.000000 a=5.358387
  loc p= 0 c=-4.155296 a=1.605077
  loc p= 1 c=10.716774 a=3.679190
  l=0 p= 0 c=21.392805 a=1.323894
  l=1 p= 0 c=20.224777 a=1.140520
Na E(3s) = -0.364288 Ry = -4.9564 eV, E(3p) = -0.218938 Ry
Na gap = 0.145350 Ry = 1.9776 eV
Na f to 3p,4p,5p = 0.991999 0.013621 0.002106, rest = 0.013313
Na <r^2 U_0> = 0.113367, <r^2 U_1> = 0.176485 Ry bohr^2
Na S(states) = 1.02103911, S(formula) = 1.02103911, S-1 = 0.021039
Na Gaussian ECP integrals: E = -0.364288 Ry, S = 1.021039
Na local channel alone: S = 1.00000000
Na boost: k^2 coefficient of nonlocal energy = 0.021039 Ry bohr^2
Na <3p|r|3s> = 4.524895 bohr, gap*<r> = 0.657694 Ry bohr
Na velocity parts: gradient 0.642145, nonlocal 0.015549 Ry bohr
Na f(3s-3p): gradient only 0.945648, full velocity 0.991999
Na alpha(0) = 188.787 bohr^3, w^2 alpha(iw)/4 at w=300 Ry: 1.021038
Na 3p: <r^2(U_0-U_1)> = -0.012541, <r^2(U_2-U_1)> = -0.030875 Ry bohr^2
Na 3p radial sums: to s -1.012541, to d 4.969125 Ry bohr^2
Na 3p: S(m=0) = 0.987586, S(|m|=1) = 0.993825, average = 0.991746
Na KB: |<r u_s|U_1|u_p>| = 0.045126 Ry bohr, <u_p|U_1|u_p> = 0.011644 Ry
Na KB: ratio term = 0.174888 Ry bohr^2, levels below 3s, 3p: 0, 0
Na KB: f(3s-3p) = 0.991999, S(states) = 1.0205070, S(formula) = 1.0205070
Na AE: E(3s) = -0.36360 Ry, f to 3p = 0.98814, f to core p = -0.05580
Na AE: all p = 0.99301, 1+exchange term = 0.99300, empty p only = 1.04881
Li BFD terms c r^p exp(-a r^2), c in Ry/bohr^p, a in 1/bohr^2; V_loc adds -2/r
  loc p=-1 c=2.000000 a=5.410406
  loc p= 0 c=-9.203039 a=2.070055
  loc p= 1 c=10.820812 a=2.705201
  l=0 p= 0 c=14.183443 a=1.343198
Li E(2s) = -0.392652 Ry = -5.3423 eV, E(2p) = -0.257296 Ry
Li gap = 0.135356 Ry = 1.8416 eV
Li f to 2p,3p,4p = 0.769975 0.003208 0.003390, rest = 0.180036
Li <r^2 U_0> = 0.130173, <r^2 U_1> = 0.000000 Ry bohr^2
Li S(states) = 0.95660902, S(formula) = 0.95660902, S-1 = -0.043391
Li Gaussian ECP integrals: E = -0.392652 Ry, S = 0.956609
Li local channel alone: S = 1.00000000
Li boost: k^2 coefficient of nonlocal energy = -0.043391 Ry bohr^2
Li AE: E(2s) = -0.39261 Ry, f to 2p = 0.76604, f to core p = 0.00000
Li AE: all p = 0.99830, 1+exchange term = 0.99830, empty p only = 0.99830
1 Ry = 13.605693 eV
```
